# Why the conjugate gradient residual can grow while the error shrinks

**Q:** I think my conjugate gradient code has a bug. The method is supposed to be optimal, so each step should bring the residual down. On a two-by-two problem, my residual more than doubles in the first step.

**A:** Optimal in what sense? Let us look at the problem before we blame the code.

**Q:** Two atoms sit on a line. A soft spring, $k_1=1$ eV/Å$^2$, ties atom 1 to a wall, and a stiff one, $k_2=10$ eV/Å$^2$, ties atom 2 to atom 1. Constant outside forces $f_1=0.1$ and $f_2=0.2$ eV/Å pull the atoms away from the wall. The potential energy for displacements $x=(u_1,u_2)$ is

$$V=\tfrac12k_1u_1^2+\tfrac12k_2(u_2-u_1)^2-f_1u_1-f_2u_2 .$$

Setting both derivatives to zero gives $Ax=f$ with

$$A=\begin{pmatrix}k_1+k_2&-k_2\\-k_2&k_2\end{pmatrix}=\begin{pmatrix}11&-10\\-10&10\end{pmatrix}\ \text{eV/Å}^2 .$$

I start from $x_0=0$.

**A:** Then the residual $r=f-Ax$ is $-\nabla V$, the net force on the atoms. The solution $x^*$ can be found by hand. The soft spring carries both forces, so $u_1=0.3/1=0.30$ Å. The stiff one carries 0.2 eV/Å, so $u_2-u_1=0.02$ Å and $u_2=0.32$ Å. Now show me your first step.

**Q:** The first search direction is the residual, $p_0=r_0=(0.1,0.2)$ eV/Å. In these units

$$Ar_0=(1.1-2.0,\,-1.0+2.0)=(-0.9,\,1.0),$$

$$\alpha_0=\frac{r_0\cdot r_0}{r_0\cdot Ar_0}=\frac{0.05}{0.11}=0.4545\ \text{Å}^2/\text{eV}.$$

So $x_1=\alpha_0r_0=(0.0455,0.0909)$ Å, and

$$r_1=r_0-\alpha_0Ar_0=(0.509,\,-0.255)\ \text{eV/Å}.$$

The norm went from 0.224 to 0.569 eV/Å, a factor of 2.55.

**A:** Your arithmetic is right, and so is the code. Compare the errors $e_k=x^*-x_k$. Before the step, $e_0=(0.300,0.320)$ Å has length 0.439 Å. After it, $e_1=(0.255,0.229)$ Å has length 0.342 Å. You are closer to equilibrium. The energy above the minimum fell too, from 0.0470 to 0.0356 eV.

In atomic units the force norm rose from 0.00435 to 0.0111 hartree/bohr, while the energy fell from 0.00173 to 0.00131 hartree.

**Q:** How can the atoms be closer to equilibrium and feel a larger force?

**A:** Look at the stiff spring. At equilibrium it is stretched by 0.02 Å. After your step it is stretched by $0.0909-0.0455=0.0455$ Å, so it pulls with 0.455 eV/Å where 0.2 is needed. With tensions $T_1$ (soft) and $T_2$ (stiff), the net forces are $0.2-T_2$ on atom 2 and $(0.3-T_1)-(0.2-T_2)$ on atom 1. At the start both springs were slack, and on atom 1 the two shortfalls partly cancelled: $0.3-0.2=0.1$ eV/Å. After the step the soft spring is still short by 0.255 eV/Å, while the stiff one has overshot by 0.255 eV/Å, so on atom 1 the two now add to 0.509 eV/Å. The overshoot costs only 0.0255 Å of length in the stiff spring, so it hardly shows in the distance, while the same force in the soft spring corresponds to 0.255 Å.

**Q:** Then what does the method minimize, if not the residual?

**A:** The energy. Let $A$ be real, symmetric and positive definite, and define $\phi(x)=\tfrac12x\cdot Ax-f\cdot x$, which is your $V$. Put $x=x^*-e$ and use the symmetry of $A$ and $Ax^*=f$:

$$\phi(x)=\phi(x^*)-e\cdot Ax^*+\tfrac12e\cdot Ae+f\cdot e=\phi(x^*)+\tfrac12e\cdot Ae .$$

So $E_k=e_k\cdot Ae_k$, the squared energy norm of the error, is twice the energy above the minimum. For your start, $Ae_0=r_0$ gives $\tfrac12E_0=\tfrac12(0.3\times0.1+0.32\times0.2)=0.047$ eV.

**Q:** I believe the first step lowers the energy, since it goes downhill. Why must all later steps do so, and why should the distance fall as well?

**A:** For that we need the full recurrences, without preconditioning and with $p_0=r_0$:

$$\alpha_k=\frac{|r_k|^2}{p_k\cdot Ap_k},\qquad x_{k+1}=x_k+\alpha_kp_k,\qquad r_{k+1}=r_k-\alpha_kAp_k,$$

$$p_{k+1}=r_{k+1}+\beta_kp_k,\qquad \beta_k=\frac{|r_{k+1}|^2}{|r_k|^2}.$$

In exact arithmetic they imply three relations:

$$p_i\cdot r_j=0\ (i<j),\qquad r_i\cdot r_j=0\ (i\ne j),\qquad p_i\cdot Ap_j=0\ (i\neq j).$$

**Q:** I would like to see that proved.

**A:** By induction. With the index 0 alone there is nothing to show. Suppose the relations hold for all indices up to $k$, with $r_k\ne0$. Since $p_k=r_k+\beta_{k-1}p_{k-1}$ and $p_{k-1}\cdot r_k=0$, we have $p_k\cdot r_k=|r_k|^2$; for $k=0$ this is immediate. Hence $p_k\neq0$, and $\alpha_k$ is defined and positive. Now add the index $k+1$.

First relation:
$$p_i\cdot r_{k+1}=p_i\cdot r_k-\alpha_kp_i\cdot Ap_k .$$
For $i<k$ both terms vanish by assumption. For $i=k$ the right side is $|r_k|^2-|r_k|^2=0$ by the choice of $\alpha_k$.

Second relation: each $r_i$ with $1\le i\le k$ equals $p_i-\beta_{i-1}p_{i-1}$, and $r_0=p_0$. All these directions are orthogonal to $r_{k+1}$, so $r_i\cdot r_{k+1}=0$.

Third relation: insert $Ap_i=(r_i-r_{i+1})/\alpha_i$ in
$$p_i\cdot Ap_{k+1}=Ap_i\cdot r_{k+1}+\beta_kp_i\cdot Ap_k .$$
For $i<k$ both terms vanish. For $i=k$ the first is $-|r_{k+1}|^2/\alpha_k$. The second is $\beta_k|r_k|^2/\alpha_k=+|r_{k+1}|^2/\alpha_k$. They cancel.

There is no room for more than $n$ nonzero orthogonal vectors in $n$ dimensions, so some $r_N$ with $N\le n$ is zero and the method ends there.

**Q:** And the energy?

**A:** Subtracting the step from $x^*$ gives $e_{k+1}=e_k-\alpha_kp_k$. Therefore, with $Ae_k=r_k$,

$$E_{k+1}=E_k-2\alpha_kp_k\cdot r_k+\alpha_k^2\,p_k\cdot Ap_k .$$

The middle term is $-2\alpha_k|r_k|^2$ and the last is $+\alpha_k|r_k|^2$, so

$$E_k-E_{k+1}=\alpha_k|r_k|^2>0 .$$

This holds at every step before termination. Since $E_N=0$, adding up the remaining drops gives

$$E_k=\sum_{j=k}^{N-1}\alpha_j|r_j|^2 .$$

In your first step the energy drops by half of $0.4545\times0.05$, or 0.0114 eV, as it should.

**Q:** That settles the energy norm. But a lower energy does not by itself mean a shorter distance. In a long, narrow valley I could go down and still move away from the minimum.

**A:** Right, so the distance needs its own argument. The point is that the search directions never oppose one another. For $j>i$, the first orthogonality relation gives

$$p_i\cdot p_j=p_i\cdot r_j+\beta_{j-1}\,p_i\cdot p_{j-1}=\beta_{j-1}\,p_i\cdot p_{j-1}.$$

Repeat this down to $p_i\cdot p_i$. The product of the $\beta$'s telescopes:

$$p_i\cdot p_j=\frac{|r_j|^2}{|r_i|^2}\,|p_i|^2>0 .$$

The error is the sum of the steps still to come, $e_k=\sum_{j\ge k}\alpha_jp_j$. All of them have a positive component along the current one, so no later step takes back what this one gained.

**Q:** Can you turn that into a formula for the drop?

**A:** Write $e_k=e_{k+1}+\alpha_kp_k$ and square:

$$|e_k|^2-|e_{k+1}|^2=\alpha_k^2|p_k|^2+2\alpha_k\,p_k\cdot e_{k+1}.$$

The overlap follows from the last two results and the sum for the energy:

$$p_k\cdot e_{k+1}=\sum_{j>k}\alpha_j\,p_k\cdot p_j=\frac{|p_k|^2}{|r_k|^2}\sum_{j>k}\alpha_j|r_j|^2=\frac{|p_k|^2}{|r_k|^2}E_{k+1}.$$

In the first term, replace one factor $\alpha_k$ by $(E_k-E_{k+1})/|r_k|^2$. Then

$$|e_k|^2-|e_{k+1}|^2=\frac{\alpha_k|p_k|^2}{|r_k|^2}\left(E_k-E_{k+1}+2E_{k+1}\right)=\frac{|p_k|^2}{p_k\cdot Ap_k}\,(E_k+E_{k+1})>0 .$$

For your first step the right side is $0.4545\times2\times(0.0470+0.0356)=0.0751$ Å$^2$. The left side is $0.4386^2-0.3425^2=0.0751$ Å$^2$.

**Q:** So the distance is minimized as well?

**A:** No, it falls, but it is not minimized. Along your first direction, the point nearest to $x^*$ has step length $r_0\cdot e_0/|r_0|^2=0.094/0.05=1.88$ Å$^2$/eV. The method stopped at 0.45, where the energy is lowest on that line.

**Q:** Fine. Now I want to know when the residual grows. Was my starting point unlucky?

**A:** For the first step there is a simple criterion. Square $r_1=r_0-\alpha_0Ar_0$:

$$|r_1|^2=|r_0|^2-2\alpha_0\,r_0\cdot Ar_0+\alpha_0^2|Ar_0|^2=-|r_0|^2+\alpha_0^2|Ar_0|^2 ,$$

because $\alpha_0\,r_0\cdot Ar_0=|r_0|^2$. Write $\langle B\rangle=r_0\cdot Br_0/|r_0|^2$ for an average in the normalized residual. Then $\alpha_0=1/\langle A\rangle$, and division by $|r_0|^2$ gives

$$\frac{|r_1|^2}{|r_0|^2}=\frac{\langle A^2\rangle}{\langle A\rangle^2}-1=\frac{\langle A^2\rangle-\langle A\rangle^2}{\langle A\rangle^2}.$$

The growth factor is the spread of $A$ divided by its mean, just as one would form them for an observable in a quantum state. The residual grows when the spread exceeds the mean. If $r_0$ is an eigenvector, the spread is zero and one step solves the problem.

**Q:** For my start, $\langle A\rangle=0.11/0.05=2.2$ eV/Å$^2$. Then $\langle A^2\rangle=(0.81+1.00)/0.05=36.2$ in squared units, so the spread is $\sqrt{36.2-2.2^2}=5.6$ eV/Å$^2$. The ratio is 2.55, as I found. Could it have been worse?

**A:** A little. Let $a$ and $b$ be the smallest and largest eigenvalues of $A$, and $\kappa=b/a$. Every eigenvalue $\lambda$ satisfies $(b-\lambda)(\lambda-a)\ge0$. Averaging this with the weights of $r_0$ in the eigenvectors, and writing $\mu=\langle A\rangle$, we get

$$\langle A^2\rangle\le(a+b)\mu-ab,\qquad \frac{\langle A^2\rangle}{\mu^2}\le(a+b)\frac1\mu-ab\,\frac1{\mu^2}.$$

The last expression is a downward parabola in $1/\mu$. Its top lies at $1/\mu=(a+b)/(2ab)$ and has the value $(a+b)^2/(4ab)$. Subtract 1 and take the root:

$$\frac{|r_1|}{|r_0|}\le\frac{b-a}{2\sqrt{ab}}=\frac{\kappa-1}{2\sqrt\kappa}.$$

**Q:** Is the bound reached?

**A:** Yes. Put all the weight in the two extreme modes, with weight $w$ in the stiffest, and ask for the mean at the top of the parabola: $a+w(b-a)=2ab/(a+b)$. This gives $w=a/(a+b)$. Your matrix has eigenvalues 0.4875 and 20.51 eV/Å$^2$, so $\kappa=42.1$. The largest first-step growth is 3.17, reached with about 2% of the squared residual in the stiff mode. A mostly soft force with a small stiff part is the bad case.

**Q:** So for a well-conditioned matrix it cannot happen?

**A:** Not in the first step. The bound exceeds 1 when $\kappa-1>2\sqrt\kappa$, that is, when $(\sqrt\kappa-1)^2>2$, or

$$\kappa>3+2\sqrt2\approx5.83 .$$

Below that value no start makes the first residual grow; above it, some start does. I have not derived a threshold for later steps, but growth is not confined to the first. In 60 random five-by-five systems, run in exact rational arithmetic, the residual grew in 46 of 300 steps, and 33 of those came after the first. Both error norms fell in all 300.

**Q:** Can the residual run away over many steps?

**A:** No, the falling energy holds it down. In the eigenvectors of $A$, $|r_k|^2=e_k\cdot A^2e_k\le bE_k$. Also $E_0=r_0\cdot A^{-1}r_0\le|r_0|^2/a$. Since $E_k\le E_0$,

$$|r_k|\le\sqrt\kappa\,|r_0| .$$

For your matrix the ceiling is a factor of 6.5. It is a bound, not a forecast.

**Q:** Then is the residual useless as a stopping test?

**A:** It is still useful. From $e_k=A^{-1}r_k$ we have $|e_k|\le|r_k|/a$, and in the same way $E_k\le|r_k|^2/a$. A small enough residual therefore guarantees a small error, if you know something about $a$. What fails is the reverse reading, that a larger residual means a larger error. In your first step the guaranteed distance $|r|/a$ rises from 0.46 to 1.17 Å, while the true distance falls from 0.44 to 0.34 Å. Stopping the run because the residual rose would have been a mistake: your second step lands on the solution.

**Q:** Suppose I do want a residual that never rises.

**A:** Then use MINRES. It looks in the same places as conjugate gradients but minimizes another quantity. Define the Krylov space

$$K_k=\text{span}(r_0,Ar_0,\ldots,A^{k-1}r_0).$$

The recurrences start from $p_0=r_0$, and each step multiplies by $A$ once, so $r_j$ and $p_j$ lie in $K_{j+1}$ and $x_k-x_0$ lies in $K_k$. MINRES takes the point of $x_0+K_k$ with the smallest $|r|$. Each space contains the one before, so the minimum cannot go up.

**Q:** And conjugate gradients takes the point of lowest energy in that same set?

**A:** Yes. Before termination, $r_0,\ldots,r_{k-1}$ are $k$ independent vectors in $K_k$, so they span it, and $r_k$ is orthogonal to all of them. Move from $x_k$ by any $q$ in $K_k$. The error becomes $e_k-q$, and its squared energy norm is

$$E_k-2q\cdot r_k+q\cdot Aq=E_k+q\cdot Aq\ge E_k .$$

That is the optimality you had in mind at the start. It belongs to the energy norm.

**Q:** Are the two residuals related?

**A:** Closely. The residuals open to MINRES at step $k$ form the set $r_0+AK_k$, of dimension at most $k$. It contains the conjugate gradient residuals $r_0,\ldots,r_k$. Before termination these are $k+1$ independent vectors, so their combinations $\sum_jc_jr_j$ with $\sum_jc_j=1$ already fill a set of dimension $k$, hence all of it. By orthogonality, MINRES has to minimize

$$\Big|\sum_jc_jr_j\Big|^2=\sum_jc_j^2|r_j|^2\qquad\text{with}\qquad\sum_jc_j=1 .$$

A Lagrange multiplier makes $c_j|r_j|^2$ the same for all $j$, so $c_j=1/(S|r_j|^2)$ with $S=\sum_j1/|r_j|^2$. The sum of squares is convex, so this is the minimum, and its value is $1/S$:

$$\frac1{|r_k^{\rm MR}|^2}=\sum_{j=0}^k\frac1{|r_j|^2}.$$

Each step adds a positive term, so the MINRES residual falls even where the other one jumps. A large $|r_k|$ adds little to the sum, so at such a step MINRES gains little.

**Q:** For my problem, $1/0.2236^2+1/0.5692^2=20.0+3.1=23.1$, so the first MINRES residual is 0.208 eV/Å. That is below the 0.224 I started from. Is that point better than mine?

**A:** It has the smaller force, but look at the rest. The MINRES step length is $r_0\cdot Ar_0/|Ar_0|^2=0.11/1.81=0.061$ Å$^2$/eV, which barely moves the atoms. The energy above the minimum is 0.0442 eV, against 0.0356 eV for conjugate gradients. The distance to equilibrium is 0.426 Å, against 0.342 Å. The energy ordering follows from the minimum property above; for the distance I claim it in this example alone.

**Q:** My production code uses a preconditioner. Does all this carry over?

**A:** The energy part does. The distance and the residual have to be measured differently. Let $M$ be the symmetric positive definite preconditioner. The preconditioned method is the plain one applied to $y=M^{1/2}x$, with the matrix $\hat A=M^{-1/2}AM^{-1/2}$ and right side $M^{-1/2}f$. The error there is $\hat e=M^{1/2}e$, so

$$\hat e\cdot\hat A\hat e=e\cdot Ae,\qquad |\hat e|^2=e\cdot Me .$$

These two quantities fall. The ordinary $|e|$ need not.

**Q:** Do you have an example?

**A:** Take pure numbers: $A=\text{diag}(1,100)$, $M=\text{diag}(1,1000)$ and $e_0=(1,1)$. Then $r_0=(1,100)$. In the original variables the first direction is $z=M^{-1}r_0=(1,0.1)$, and the step length is

$$\frac{r_0\cdot z}{z\cdot Az}=\frac{1+10}{1+1}=5.5 .$$

The new error is $(1-5.5,\,1-0.55)=(-4.5,\,0.45)$. Its length has grown from 1.41 to 4.52. Meanwhile $e\cdot Me$ fell from 1001 to 223, and $e\cdot Ae$ from 101 to 40.5.

The residual changes its measure in the same way. The transformed residual is $\hat r=M^{-1/2}r$, so the energy drop, the first-step growth formula, its bound and the threshold 5.83 hold for $|\hat r|^2=r\cdot M^{-1}r$ and the eigenvalues of $\hat A$, not for the ordinary $|r|$ and those of $A$. Take $A=\text{diag}(1,2)$, with $\kappa=2$, the matrix $M$ with rows $(5,-3)$ and $(-3,2)$, and $r_0=(2,-1)$. Then $z=(1,1)$, the step length is $1/3$, and $r_1=(5/3,\,-5/3)$, so $|r|$ grows from 2.24 to 2.36.

**Q:** And rounding errors?

**A:** The proofs rest on the orthogonality relations, and rounding damages those in long or ill-conditioned runs. The strict statements belong to exact arithmetic, which is why the numerical check runs conjugate gradients with rational numbers. If your code shows a rising residual, that alone is no evidence of a bug. On a small, well-conditioned test with a known solution and no preconditioner, a clear rise in $e\cdot Ae$ or $|e|$ would be, as long as the error is still far above rounding level. Once the run has converged to rounding level, further steps can raise both even in correct code.

## Computed results

```
soft, stiff spring: 1.0, 10.0 eV/A^2
matrix rows: [[11.0, -10.0], [-10.0, 10.0]] eV/A^2
outside forces: 0.10, 0.20 eV/A
solution: 0.3000, 0.3200 A
eigenvalues: 0.4875, 20.5125 eV/A^2; kappa = 42.076
mean of A in r0: 2.2000 eV/A^2
spread of A in r0: 5.6000 eV/A^2
CG k=0: x = 0.00000, 0.00000 A; r = 0.10000, 0.20000 eV/A
  |r| = 0.22361 eV/A; |e| = 0.43863 A; energy above minimum = 0.047000 eV
CG k=1: x = 0.04545, 0.09091 A; r = 0.50909, -0.25455 eV/A
  |r| = 0.56918 eV/A; |e| = 0.34246 A; energy above minimum = 0.035636 eV
CG k=2: x = 0.30000, 0.32000 A; r = 0.00000, 0.00000 eV/A
  |r| = 0.00000 eV/A; |e| = 0.00000 A; energy above minimum = 0.000000 eV
step length alpha_0 = 0.45455 A^2/eV
step length alpha_1 = 0.22000 A^2/eV
growth |r1|/|r0| = 2.5455
atomic units k=0: |r| = 0.004348 hartree/bohr; energy = 0.0017272 hartree
atomic units k=1: |r| = 0.011069 hartree/bohr; energy = 0.0013096 hartree
MINRES k=1: x = 0.00608, 0.01215 A
  |r| = 0.20812 eV/A; |e| = 0.42563 A; energy above minimum = 0.044164 eV
largest first-step growth, formula: 3.16623
largest first-step growth, scan: 3.16623
whole-run bound sqrt(kappa) = 6.4866
threshold kappa for first-step growth: 5.8284
largest growth 1% below, above threshold: 0.99291, 1.00705
random systems: 60 of size 5
CG steps in them: 300
steps with growing residual: 46
of these after the first step: 33
largest one-step growth among them: 2.099
preconditioned example: A = diag [1.0, 100.0] M = diag [1.0, 1000.0] (no unit)
  error before: 1.000, 1.000; after: -4.500, 0.450 (no unit)
  |e|: 1.4142 -> 4.5224 (no unit)
  e.M e: 1001.00 -> 222.75 (no unit)
  e.A e: 101.00 -> 40.50 (no unit)
```
